# Second-order quadrupolar shift of the central transition under magic-angle spinning: a numerical check

```python
"""Second-order quadrupolar shift of the central transition (+1/2 <-> -1/2).

Result under test, with hbar = 1:
  shift(n) = -A [ S/10 + (6/7) t(n) - (9/8) R(n) ]
  n    : magnetic-field direction in the principal frame of the gradient
  v    : gradient tensor / V_zz, principal values -(1-eta)/2, -(1+eta)/2, 1
  S    : trace of v squared = (3 + eta^2)/2
  K    : C_Q / (2I(2I-1)), with C_Q = Q V_zz
  A    : 2 K^2 (I(I+1) - 3/4) / larmor
  t, R : pure rank-2 and pure rank-4 functions of n
Spinning about an axis r at angle theta to the field replaces n by r and
multiplies the rank-2 and rank-4 terms by P2(cos theta) and P4(cos theta).
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation
from scipy.special import eval_legendre


def spin_matrices(spin):
    m = spin - np.arange(int(round(2 * spin)) + 1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    ix = (raising + raising.T) / 2
    iy = (raising - raising.T) / 2j
    return np.array([ix, iy, np.diag(m)], dtype=complex)


def gradient_tensor(eta):
    return np.diag([-(1 - eta) / 2, -(1 + eta) / 2, 1.0])


def exact_levels(spin, eta, k_ratio, n):
    """Ascending eigenvalues in units of the Larmor energy; k_ratio = K/larmor."""
    ops = spin_matrices(spin)
    quad = np.einsum('ij,iab,jbc->ac', gradient_tensor(eta), ops, ops)
    return np.linalg.eigvalsh(-np.einsum('...i,iab->...ab', n, ops)
                              + k_ratio * quad)


def exact_shift(spin, eta, k_ratio, n):
    levels = exact_levels(spin, eta, k_ratio, n)
    half = levels.shape[-1] // 2
    return levels[..., half] - levels[..., half - 1] - 1.0


def amplitude(spin, k_ratio):
    return 2 * k_ratio**2 * (spin * (spin + 1) - 0.75)


def rank_terms(eta, n):
    """Derived rank-0, rank-2 and rank-4 parts of the shift in units of A."""
    x, y, z = n[..., 0], n[..., 1], n[..., 2]
    two = x**2 - y**2                       # sin^2(beta) cos(2 alpha)
    four = two**2 - 4 * x**2 * y**2         # sin^4(beta) cos(4 alpha)
    t = (0.5 * (1 - eta**2 / 3) * eval_legendre(2, z) - eta / 2 * two)
    r = ((18 + eta**2) / 35 * eval_legendre(4, z)
         + 3 * eta / 14 * two * (7 * z**2 - 1) + eta**2 / 8 * four)
    s = (3 + eta**2) / 2
    return -s / 10 + 0 * z, -6 / 7 * t, 9 / 8 * r


def sphere_grid(n_polar=10, n_azimuth=20):
    z, w = np.polynomial.legendre.leggauss(n_polar)
    a = 2 * np.pi * np.arange(n_azimuth) / n_azimuth
    z, a = [g.ravel() for g in np.meshgrid(z, a, indexing='ij')]
    s = np.sqrt(1 - z**2)
    return (np.stack([s * np.cos(a), s * np.sin(a), z], axis=-1),
            np.repeat(w, n_azimuth) / (2 * n_azimuth))


def field_path(axes, theta, n_phase):
    """Field directions seen from the sample during one rotor turn."""
    e1 = np.cross(axes, np.array([0.36, 0.48, 0.80]))
    e1 /= np.linalg.norm(e1, axis=-1, keepdims=True)
    e2 = np.cross(axes, e1)
    ph = 2 * np.pi * np.arange(n_phase)[:, None] / n_phase
    return (np.cos(theta) * axes[:, None, :] + np.sin(theta)
            * (np.cos(ph) * e1[:, None, :] + np.sin(ph) * e2[:, None, :]))


def rms(values, weights):
    mean = np.sum(weights * values)
    return np.sqrt(np.sum(weights * (values - mean)**2))


def propagated_shift(spin, eta, k_ratio, speed_ratio, theta, start):
    """Shift from the propagator over one rotor turn; Larmor energy = 1."""
    ops = spin_matrices(spin)
    products = np.einsum('iab,jbc->ijac', ops, ops)
    steps = 2**14
    period = 2 * np.pi * speed_ratio
    dt = period / steps
    angle = 2 * np.pi * (np.arange(steps) + 0.5) / steps
    axis = np.array([np.sin(theta), 0.0, np.cos(theta)])
    turn = Rotation.from_rotvec(angle[:, None] * axis).as_matrix() @ start
    v = turn @ gradient_tensor(eta) @ turn.transpose(0, 2, 1)
    ham = -ops[2] + k_ratio * np.einsum('tij,ijab->tab', v, products)
    e, w = np.linalg.eigh(ham)
    u = (w * np.exp(-1j * e * dt)[:, None, :]) @ w.conj().transpose(0, 2, 1)
    while len(u) > 1:
        u = u[1::2] @ u[0::2]
    lam, vec = np.linalg.eig(u[0])
    half = len(lam) // 2
    plus = np.argmax(abs(vec[half - 1]))
    minus = np.argmax(abs(vec[half]))
    assert plus != minus
    phase = np.angle(lam[plus] * np.conj(lam[minus]) * np.exp(-1j * period))
    return phase / period, start.T @ axis


def sideband_weight(shift_on_path, rotor_quantum, weights):
    """Powder-averaged intensity lost from the centreband."""
    c = np.fft.fft(shift_on_path, axis=1)
    k = np.fft.fftfreq(c.shape[1], 1 / c.shape[1])
    k[0] = 1.0
    c[:, 0] = 0.0
    phi = np.fft.ifft(c / (1j * k), axis=1).real / rotor_quantum
    return np.sum(weights * (1 - abs(np.exp(1j * phi).mean(axis=1))**2))


dirs, wts = sphere_grid()
magic = np.arccos(1 / np.sqrt(3))

# Second-order energy of every level; odd orders cancel between K and -K.
spin_t, eta_t, k_t = 3.5, 0.7, 1e-4
lev_p = exact_levels(spin_t, eta_t, k_t, dirs)
lev_m = exact_levels(spin_t, eta_t, -k_t, dirs)
m = spin_t - np.arange(8)
v_t = gradient_tensor(eta_t)
p = np.einsum('ni,ij,nj->n', dirs, v_t, dirs)[:, None]
q = np.einsum('ni,ij,nj->n', dirs, v_t @ v_t, dirs)[:, None]
s_t = np.trace(v_t @ v_t)
x_t = spin_t * (spin_t + 1)
single, double = q - p**2, 2 * s_t - 4 * q + p**2
formula = m * (single * (4 * x_t - 8 * m**2 - 1) / 2
               - double * (2 * x_t - 2 * m**2 - 1) / 8)
assert np.max(abs(((lev_p + lev_m) / 2 + m) / k_t**2 - formula)) < 1e-3
odd = (lev_p - lev_m) / 2
assert np.max(abs(odd[:, 4] - odd[:, 3])) < 1e-13
assert np.max(abs(odd[:, 5] - odd[:, 4])) > 1e-5   # satellites do shift

# Full shift and each rank, from diagonalization, for several spins.
for spin_c, eta_c in [(1.5, 0.0), (2.5, 0.3), (3.5, 1.0), (4.5, 0.6)]:
    k_c = 2e-4
    exact = exact_shift(spin_c, eta_c, k_c, dirs) / amplitude(spin_c, k_c)
    terms = rank_terms(eta_c, dirs)
    assert np.max(abs(exact - sum(terms))) < 1e-3
    for rank, term in zip((0, 2, 4), terms):
        kernel = (2 * rank + 1) * eval_legendre(rank, dirs @ dirs.T)
        assert np.max(abs(kernel @ (wts * exact) - term)) < 1e-3

# Worked example: round model parameters, energies in eV, lengths in angstrom.
spin, eta = 2.5, 0.5
q_moment, gradient = 1.5e-9, 8.0
larmor, rotor = 4e-7, 8e-11
c_q = q_moment * gradient
k_energy = c_q / (2 * spin * (2 * spin - 1))
k_ratio = k_energy / larmor
amp = amplitude(spin, k_ratio) * larmor
s_val = (3 + eta**2) / 2
iso = -amp * s_val / 10
khz = constants.e / constants.h / 1e3

# Powder widths at several spinning angles, from diagonalization.
p4_low = brentq(lambda a: eval_legendre(4, np.cos(a)), 0.3, 0.8)
p4_high = brentq(lambda a: eval_legendre(4, np.cos(a)), 1.0, 1.4)
widths = {}
for theta in (0.0, magic, p4_low, p4_high):
    p2 = eval_legendre(2, np.cos(theta))
    p4 = eval_legendre(4, np.cos(theta))
    path = field_path(dirs, theta, 12)
    mean = exact_shift(spin, eta, k_ratio, path).mean(axis=1) * larmor
    r0, r2, r4 = rank_terms(eta, dirs)
    assert np.max(abs(mean - amp * (r0 + p2 * r2 + p4 * r4))) < 1e-3 * amp
    widths[theta] = rms(mean, wts)
    closed = amp * s_val * np.sqrt(4 / 245 * p2**2 + 81 / 4900 * p4**2)
    assert abs(widths[theta] / closed - 1) < 2e-3
p2_magic = eval_legendre(2, np.cos(magic))
p4_magic = eval_legendre(4, np.cos(magic))
assert abs(p2_magic) < 1e-14 and abs(p4_magic + 7 / 18) < 1e-14
for eta_c in (0.0, 0.5, 1.0):
    path = field_path(dirs, magic, 12)
    mean = exact_shift(spin, eta_c, k_ratio, path).mean(axis=1)
    assert abs(rms(mean, wts) / abs(np.sum(wts * mean)) - 0.5) < 2e-3

# Real time evolution of the spin in a turning sample. The tolerance covers
# corrections of relative order rotor/larmor and (K/larmor)^2.
dynamic = []
for angles in ([0.4, 0.9, 0.2], [1.1, 0.3, 2.0], [0.0, -magic, 0.0]):
    start = Rotation.from_euler('zyz', angles).as_matrix()
    k_d = 0.005
    got, axis = propagated_shift(spin, eta, k_d, 1000.3, magic, start)
    r0, r2, r4 = rank_terms(eta, axis)
    dynamic.append((got / amplitude(spin, k_d), r0 + p4_magic * r4))
dynamic = np.array(dynamic)
assert np.max(abs(dynamic[:, 0] - dynamic[:, 1])) < 0.01
assert np.ptp(dynamic[:, 1]) > 0.05

# Sidebands fade as the inverse square of the spinning rate.
path_shift = amp * sum(rank_terms(eta, field_path(dirs, magic, 32)))
lost = sideband_weight(path_shift, rotor, wts)
lost_half = sideband_weight(path_shift, rotor / 2, wts)
assert abs(lost_half / lost - 4) < 0.1

# Full extents of the powder lines on a fine octant grid.
zz, aa = np.meshgrid(np.linspace(0, 1, 401), np.linspace(0, np.pi / 2, 181))
ss = np.sqrt(1 - zz**2)
fine = np.stack([ss * np.cos(aa), ss * np.sin(aa), zz], axis=-1)
f0, f2, f4 = rank_terms(eta, fine)
full_static = amp * np.ptp(f0 + f2 + f4)
full_rank4 = amp * np.ptp(f4)
full_magic = amp * np.ptp(f0 + p4_magic * f4)
z0, z2, z4 = [amp * float(a) for a in rank_terms(eta, np.array([0., 0., 1.]))]
rms2 = amp * rms(rank_terms(eta, dirs)[1], wts)
rms4 = amp * rms(rank_terms(eta, dirs)[2], wts)

print(f"Spin I: {spin}")
print(f"Asymmetry eta: {eta}")
print(f"Quadrupole moment Q: {q_moment:.2e} angstrom^2")
print(f"Gradient times e: {gradient:.2f} eV/angstrom^2")
print(f"Larmor energy: {larmor:.3e} eV")
print(f"Rotor quantum: {rotor:.3e} eV")
print(f"Coupling C_Q: {c_q:.4e} eV")
print(f"K: {k_energy:.4e} eV")
print(f"K / Larmor energy: {k_ratio:.4e}")
print(f"S: {s_val:.4f}")
print(f"Amplitude A: {amp:.4e} eV")
print(f"Isotropic shift: {iso:.4e} eV = {iso * khz:.4f} kHz")
print(f"Isotropic shift / Larmor: {iso / larmor * 1e6:.3f} ppm")
print("Crystallite with V_zz axis along the field, static:")
print(f"  rank 0: {z0:.4e} eV")
print(f"  rank 2: {z2:.4e} eV")
print(f"  rank 4: {z4:.4e} eV")
print(f"  total: {z0 + z2 + z4:.4e} eV")
print("Crystallite with V_zz axis along the rotor, magic angle:")
print(f"  rank 4: {p4_magic * z4:.4e} eV")
print(f"  total: {z0 + p4_magic * z4:.4e} eV")
print(f"Magic angle: {np.degrees(magic):.4f} deg")
print(f"P4 at magic angle: {p4_magic:.6f}")
print(f"Static rms, rank 2 only: {rms2:.4e} eV")
print(f"Static rms, rank 4 only: {rms4:.4e} eV")
print(f"Static rms, total: {widths[0.0]:.4e} eV"
      f" = {widths[0.0] * khz:.4f} kHz")
print(f"Magic-angle rms: {widths[magic]:.4e} eV"
      f" = {widths[magic] * khz:.4f} kHz")
print(f"Magic rms / static rank-4 rms: {widths[magic] / rms4:.4f}")
print(f"Magic rms / static total rms: {widths[magic] / widths[0.0]:.4f}")
print(f"Magic rms / |isotropic shift|: {widths[magic] / abs(iso):.4f}")
print(f"Static full width: {full_static:.4e} eV")
print(f"Static full width, rank 4 only: {full_rank4:.4e} eV")
print(f"Magic-angle full width: {full_magic:.4e} eV"
      f" = {full_magic * khz:.4f} kHz")
for theta in (p4_low, p4_high):
    print(f"Zero of P4: {np.degrees(theta):.4f} deg")
    print(f"  P2 there: {eval_legendre(2, np.cos(theta)):.4f}")
    print(f"  rms width there: {widths[theta]:.4e} eV")
print(f"Sideband weight: {lost:.3e}")
print(f"Sideband weight at half the rate: {lost_half:.3e}")
print("Propagated spin, mean shift / A (propagation, formula):")
for got, expected in dynamic:
    print(f"  {got:.4f}, {expected:.4f}")
print("success")
```

Running it gives:

```
Spin I: 2.5
Asymmetry eta: 0.5
Quadrupole moment Q: 1.50e-09 angstrom^2
Gradient times e: 8.00 eV/angstrom^2
Larmor energy: 4.000e-07 eV
Rotor quantum: 8.000e-11 eV
Coupling C_Q: 1.2000e-08 eV
K: 6.0000e-10 eV
K / Larmor energy: 1.5000e-03
S: 1.6250
Amplitude A: 1.4400e-11 eV
Isotropic shift: -2.3400e-12 eV = -0.5658 kHz
Isotropic shift / Larmor: -5.850 ppm
Crystallite with V_zz axis along the field, static:
  rank 0: -2.3400e-12 eV
  rank 2: -5.6571e-12 eV
  rank 4: 8.4471e-12 eV
  total: 4.5000e-13 eV
Crystallite with V_zz axis along the rotor, magic angle:
  rank 4: -3.2850e-12 eV
  total: -5.6250e-12 eV
Magic angle: 54.7356 deg
P4 at magic angle: -0.388889
Static rms, rank 2 only: 2.9899e-12 eV
Static rms, rank 4 only: 3.0086e-12 eV
Static rms, total: 4.2416e-12 eV = 1.0256 kHz
Magic-angle rms: 1.1700e-12 eV = 0.2829 kHz
Magic rms / static rank-4 rms: 0.3889
Magic rms / static total rms: 0.2758
Magic rms / |isotropic shift|: 0.5000
Static full width: 1.6312e-11 eV
Static full width, rank 4 only: 1.3968e-11 eV
Magic-angle full width: 5.4321e-12 eV = 1.3135 kHz
Zero of P4: 30.5556 deg
  P2 there: 0.6123
  rms width there: 1.8309e-12 eV
Zero of P4: 70.1243 deg
  P2 there: -0.3266
  rms width there: 9.7658e-13 eV
Sideband weight: 1.299e-03
Sideband weight at half the rate: 5.184e-03
Propagated spin, mean shift / A (propagation, formula):
  -0.3515, -0.3516
  -0.1381, -0.1384
  -0.1665, -0.1669
success
```
